# Can a uniform magnetic field form an image?

**Q.** A lens must bend outer rays more than inner ones. A uniform magnetic field is the same everywhere, so it has no gradient and cannot tell an outer ray from an inner one. It can make electrons circle, but it cannot image.

**A.** Let us separate two tasks. One is to bring a parallel beam to a point. The other is to bring together rays that left one object point in different directions. Your argument concerns the first. An image requires the second, and there the rays differ in slope, not in starting position. Does a uniform field treat rays of different slope differently?

**Q.** It must, since the force depends on velocity. But that could just scatter them.

**A.** Then we should solve the motion. Take $\mathbf B$ along $z$, with the source inside the field, and neglect all other forces. I use atomic units: the electron has mass 1 and charge $-1$, and $B$ is measured in $\hbar/(e a_0^2)$. The force is $-\mathbf v\times\mathbf B$, so

$$\frac{dp_x}{dt}=-Bv_y,\qquad \frac{dp_y}{dt}=+Bv_x .$$

The force is perpendicular to the velocity and does no work. The kinetic energy $E$ and $\gamma=1+E/c^2$ therefore stay constant, and $\mathbf v=\mathbf p/\gamma$. Combine the transverse components into $w=x+iy$ and $p_w=p_x+ip_y$. Adding $i$ times the second equation to the first gives

$$\frac{dp_w}{dt}=iB(v_x+iv_y)=\frac{iB}{\gamma}\,p_w,\qquad p_w(t)=p_w(0)\,e^{iBt/\gamma}.$$

Since $dw/dt=p_w/\gamma$, one more integration gives

$$w(t)=w_0+\frac{p_w(0)}{\gamma}\,\frac{e^{iBt/\gamma}-1}{iB/\gamma}
=w_0+p_w(0)\,\frac{e^{iBt/\gamma}-1}{iB}.$$

What happens at $t=T=2\pi\gamma/B$?

**Q.** The exponential is 1, so $w=w_0$. The initial transverse momentum drops out. A steeper electron makes a larger circle, but it also moves round it faster.

**A.** Yes. Every electron of this energy is back on its starting field line after one cyclotron period, whatever its angle.

**Q.** Back on the same line, but not at the same place. A steeper electron has less velocity along $z$, so it returns at a smaller $z$. A wafer is a plane, not an instant.

**A.** That is the real restriction. For launch angle $\alpha$ to the field, $p_z=p\cos\alpha$, and the distance covered in one period is

$$z=\frac{p\cos\alpha}{\gamma}\,\frac{2\pi\gamma}{B}=L\cos\alpha,\qquad L=\frac{2\pi p}{B}.$$

For small angles $\cos\alpha\approx1-\alpha^2/2$. The return points differ in $z$ only at second order in $\alpha$, so paraxial rays share the plane $z=L$.

For numbers, take 20 000 eV and 0.1 T. The momentum follows from $p^2=2E+E^2/c^2$, which gives $p=38.7136$, and the field is $B=4.2544\times10^{-7}$. Then

$$L=\frac{2\pi\times38.7136}{4.2544\times10^{-7}}=5.7175\times10^{8}\ \text{bohr},$$

which is 30.256 mm, or $3.0256\times10^{8}$ angstrom. A ray at 40 degrees is far from paraxial: it returns to its field line at 23.177 mm.

**Q.** So a point gives a point. What about a whole pattern? I would expect the circling to turn it or change its size.

**A.** Write the paraxial ray as a function of $z$. Set $p_z\approx p$, so that $t=\gamma z/p$, and let $w_0'=p_w(0)/p$ be the initial slope. With $\kappa=B/p=2\pi/L$,

$$w(z)=w_0+w_0'\,\frac{e^{i\kappa z}-1}{i\kappa}.$$

An image forms where the coefficient of $w_0'$ vanishes, because the landing point then does not depend on the slope. This happens at $\kappa z=2\pi$, hence at $z=L$, and again at each multiple of $L$. The magnification is the coefficient of $w_0$.

**Q.** That is $+1$. The image is upright, unrotated and of the same size.

**A.** Numerical integration of the Lorentz force agrees. Rays launched at 1 mrad from two object points gave a magnification of 1.000000 and landed within 0.0151 nm of the ideal points.

Between object and image the bundle is not narrow. Since $|e^{i\kappa z}-1|=2|\sin(\kappa z/2)|$, a ray at angle $\alpha$ lies at a distance

$$|w-w_0|=\frac{2\alpha}{\kappa}\left|\sin\frac{\kappa z}{2}\right|=\frac{L\alpha}{\pi}\left|\sin\frac{\pi z}{L}\right|$$

from its field line. For $\alpha=5$ mrad the traced ray is 48 153 nm away at $L/2$, and 1.89 nm away at $L$.

**Q.** I accept the algebra, but I still miss the lens. Something must push the rays back, and you have no gradient to do it.

**A.** Look from a frame that turns about the axis at half the cyclotron rate. I shall let the axial field $B(z)$ vary, so that we can see whether a gradient contributes to the focusing.

Near the axis, zero net flux out of a thin disc of radius $r$ requires $2\pi rB_r+\pi r^2B'=0$, so $B_r=-rB'/2$. In complex form $B_x+iB_y=-wB'/2$. The axial velocity acting on this component gives the transverse force $-iv_z(B_x+iB_y)=+iv_zwB'/2$. This adds to the earlier force $iBv_zw'$. On the left, $dp_w/dt=v_z\,p\,w''$. Dividing by $v_zp$, with $\kappa(z)=B(z)/p$,

$$w''=i\kappa w'+\tfrac{i}{2}\kappa' w .$$

Now put $w=u\,e^{i\theta}$ with $\theta'=\kappa/2$ and $\theta(0)=0$. Then

$$w'=\left(u'+\tfrac{i\kappa}{2}u\right)e^{i\theta},\qquad
w''=\left(u''+i\kappa u'+\tfrac{i\kappa'}{2}u-\tfrac{\kappa^2}{4}u\right)e^{i\theta}.$$

The right side of the ray equation is $\left(i\kappa u'-\tfrac{\kappa^2}{2}u+\tfrac{i\kappa'}{2}u\right)e^{i\theta}$. The terms in $u'$ and $\kappa'$ cancel between the two sides, leaving

$$u''=-\frac{\kappa^2}{4}\,u=-\left(\frac{B}{2p}\right)^2u .$$

**Q.** That is a restoring term proportional to distance from the axis, and it contains $B^2$, not $B'$.

**A.** So the paraxial focusing strength is set by the field itself. In a uniform field $u$ is harmonic, and after $z=L$ its phase $\kappa L/2$ is $\pi$, so $u=-u_0$: an inverted image. Meanwhile the frame has turned by the same angle, and $e^{i\pi}=-1$. The two signs cancel, which is why the laboratory image is upright.

**Q.** But if there is a restoring term, a parallel beam should come to a focus too. By your own formula, $w_0'=0$ gives $w=w_0$ forever.

**A.** Correct, and this is the sound part of your belief. A beam parallel to $\mathbf B$ in the laboratory is not parallel in the turning frame. From the expression for $w'$, setting $w_0'=0$ gives $u'(0)=-i\kappa w_0/2$, a sideways velocity. The solution is then $u=w_0e^{-i\kappa z/2}$, a circle of constant radius about the axis. The restoring term holds the electron on that circle instead of bringing it to the centre. Nor does a tilted parallel beam converge, since all its rays receive the same displacement. For parallel rays that start inside it, the uniform field has no focal point, and changing $B$ moves the image plane without changing the magnification. These are limits on what it can do, but they do not prevent imaging. A parallel beam that enters a solenoid from a field-free region is a different case. There $\kappa=0$, so $u'=0$ at the start, and after a short entrance region $u\approx w_0\cos(\kappa z/2)$. That beam crosses the axis about $L/2$ inside the field.

**Q.** How sharp is the image once the angles are not vanishingly small?

**A.** Put the detector at $z=L$. A ray at angle $\alpha$ arrives with cyclotron phase $\varphi=2\pi/\cos\alpha$. Its distance from the ideal point is

$$\frac{p\sin\alpha}{B}\left|e^{i\varphi}-1\right|=\frac{L\sin\alpha}{\pi}\left|\sin\frac{\pi}{\cos\alpha}\right|
\approx\frac{L\alpha}{\pi}\cdot\frac{\pi\alpha^2}{2}=\frac{L}{2}\,\alpha^3 ,$$

because $1/\cos\alpha\approx1+\alpha^2/2$ and $|\sin(\pi+x)|\approx|x|$ for small $x$. The spherical aberration coefficient is thus $L/2=15.128$ mm. At 5 mrad the miss is $15.128\times10^6\ \text{nm}\times1.25\times10^{-7}=1.891$ nm.

An error in momentum changes the phase at $L$ to $2\pi(1-\delta p/p)$ at first order. The same steps give a miss of $L\alpha|\delta p|/p$. To express it through energy, differentiate $p^2=2E+E^2/c^2$, which gives $p\,\delta p=(1+\varepsilon)\,\delta E$ with $\varepsilon=E/c^2$. Since $p^2=E(2+\varepsilon)$,

$$\text{miss}=L\alpha\,\frac{1+\varepsilon}{2+\varepsilon}\,\frac{|\delta E|}{E}.$$

Here $L\alpha=30.256\times10^6\ \text{nm}\times0.005=1.513\times10^5$ nm and the relativistic factor is 0.5096. An error of 1 eV in 20 000 eV gives 3.855 nm. This is the chromatic term alone. It subtracts from the spherical miss when the energy is too high and adds to it when too low, so the total at 5 mrad is 1.96 nm for $+1$ eV and 5.75 nm for $-1$ eV.

If the whole field is wrong by a fraction $\delta B/B$, the phase becomes $2\pi(1+\delta B/B)$ and the miss is $L\alpha|\delta B/B|$. With the detector left in place, an error of 0.1 percent costs 151 nm.

**Q.** So the field must have the right strength. And if it does have a gradient, does that help?

**A.** It changes the magnification. Suppose $B$ varies little over a distance $1/\kappa$. Try $u=A(z)e^{\pm i\theta}$ in the focusing equation:

$$u''=\left(A''\pm2iA'\theta'\pm iA\theta''-A\theta'^2\right)e^{\pm i\theta}.$$

The last term already balances $-\kappa^2u/4$. Dropping the small $A''$ leaves $2A'\theta'+A\theta''=0$. Multiplying by $A$ turns this into $(A^2\theta')'=0$, so $A\propto\kappa^{-1/2}$. The general ray is

$$u=\kappa^{-1/2}\left(a\cos\theta+b\sin\theta\right).$$

Rays from one point share $a$ and differ in $b$, so they meet at $\theta=\pi$. There $u$ equals $-u_0\sqrt{\kappa_0/\kappa_1}$, where 0 marks the object and 1 the image. The frame's turn supplies another minus sign, and

$$w_1=\sqrt{\frac{B_0}{B_1}}\;w_0 .$$

A field that rises by 0.1 percent over the distance $L$ shrinks the image by about 0.05 percent. A point 1 mm from the axis moves inward by 499 nm; the shift is proportional to the radius and would be 25 micrometres at 50 mm. Rays traced through that field at 1 mrad reproduced this shift to within 1 percent of its value.

**Q.** Then for a one-to-one copy the gradient is a fault to be controlled. What else spoils the copy?

**A.** A weak transverse field $b$ tilts the field lines by $b/B$. The electrons return to the tilted line, so the image moves by $Lb/B$. For 0.1 microtesla in 0.1 T this is $30.256\times10^6\ \text{nm}\times10^{-6}=30.3$ nm. If $b$ is uniform and steady, the whole image merely moves; if it fluctuates during exposure, the image blurs. The value 0.1 microtesla stands for a residual or fluctuating part; an unshielded transverse field of 20 microtesla, the size of the Earth's, would move the image by 6 micrometres.

Repulsion within the beam acts differently. Add a weak constant transverse force $F$, so that $dp_w/dt=(iB/\gamma)p_w+F$. For an electron launched along the field, with $\gamma$ nearly constant,

$$p_w=\frac{i\gamma F}{B}\left(1-e^{iBt/\gamma}\right).$$

Over one period the exponential averages to zero. The mean velocity is $iF/B$, and the factor $i$ means that it is perpendicular to the force. With $T=L/v$, the shift has size $FL/(vB)$.

At the edge of a uniform round beam of current $I$ and radius $R$, the charge per length is $I/v$ and Gauss's law gives an electric force $2I/(Rv)$. The beam's own magnetic field reduces it by $1-v^2/c^2=1/\gamma^2$, so $F=2I/(Rv\gamma^2)$. For 1 microampere and 1 mm the edge moves by 0.76 nm, round the axis instead of outward.

That is the mean force. A single neighbour at the spacing $n^{-1/3}$, 0.345 mm for a uniformly filled beam of density $n$, gives about 0.04 nm. This understates the random part. With random positions the nearest electron is on average only 0.19 mm away and many neighbours add, so for electrons moving in parallel the median shift is about 0.17 nm, one in ten exceeds 0.46 nm, and one in a hundred exceeds about 2 nm. Diffraction by a round aperture of half-angle 5 mrad has its first zero at $0.61\lambda/\alpha=0.61\times0.00859/0.005\approx1.05$ nm.

**Q.** Are these the conditions of a real machine?

**A.** They lie in the regime of one-to-one electron projection printing, which copies a whole pattern at once with, roughly, tens of keV, a tenth of a tesla and centimetre distances. The field errors, current and angle are round choices, not measurements. With them, the 0.1 percent gradient is the largest effect computed here, at 499 nm. It is a change of scale, so a steady one could in principle be compensated in the pattern. The detector must then sit at the true image plane: the mean field is 0.05 percent too high, and a detector left at $L$ would add a blur of about 76 nm at 5 mrad, which no change of pattern removes. Scattering in the resist is left out and adds its own blur.

The assumption most plainly broken is constant energy. Projectors with an electron-emitting mask accelerate the electrons in the gap itself, by an electric field along $\mathbf B$.

**Q.** Then $\gamma$ and the axial velocity change on the way. Does the refocusing survive?

**A.** It does if the accelerating field is uniform and axial. Let $d\varphi=B\,dt/\gamma$. The transverse momentum still only turns, $p_w=p_w(0)e^{i\varphi}$, and $dw=p_w\,dt/\gamma=p_w\,d\varphi/B$. Integration gives $w-w_0=p_w(0)(e^{i\varphi}-1)/(iB)$, which vanishes at $\varphi=2\pi$ as before.

Only the distance changes. Let the axial force be $f=E/d$ over a gap $d$, with no axial momentum at the start and negligible transverse energy. Then $p_z=ft$ and $\gamma=\sqrt{1+(ft/c)^2}$, so at the end, where $ft=p$,

$$\varphi=\int\frac{B\,dt}{\sqrt{1+(ft/c)^2}}=\frac{Bc}{f}\,\operatorname{arsinh}\frac{p}{c}=2\pi
\;\;\Rightarrow\;\; d=\frac{E}{f}=\frac{2\pi E}{Bc\,\operatorname{arsinh}(p/c)} .$$

At low energy $\operatorname{arsinh}(p/c)\approx p/c$ and $E\approx p^2/2$, so $d\approx\pi p/B=L/2$. The electron moves at half its final speed on average and covers half the distance in one period.

With the same 0.1 T and the same final 20 000 eV, the image distance falls from 30.256 mm to 15.031 mm, and the electric field is 0.0133 MV/cm. Electrons emitted with different axial momenta take different times to cross the gap. They reach the wafer at different phases, and the resulting blur is not included in the figures above. It is not small. An electron that starts with axial momentum $p_{z0}$ arrives earlier by about $p_{z0}/f$ than one that starts with none, so its phase is short by $Bp_{z0}/f$. With initial transverse momentum $p_t$ it misses by $p_tp_{z0}/f=2d\sqrt{E_tE_z}/E$, where $E_t$ and $E_z$ are the transverse and axial emission energies. For 0.1 eV in each this is 150 nm, far more than the 1.89 nm found for the spherical aberration at constant energy. This is the miss at the plane set for electrons that start with no axial momentum. Moving the detector can reduce the largest miss but cannot remove the blur, because electrons with different axial momenta refocus at different planes.

## Computed values

```
kinetic energy: 20000 eV
magnetic field: 0.100 T
launch angle alpha: 5.0 mrad
field in atomic units: 4.2544e-07
momentum in atomic units: 38.7136
gamma: 1.03914
speed / speed of light: 0.2719
cyclotron period: 0.3712 ns
image distance L: 30.256 mm
image distance L: 3.0256e+08 angstrom
image distance L: 5.7175e+08 bohr
magnification from traced rays: 1.000000
image rotation, size: 0.00000 deg
largest miss of traced 1 mrad rays at L: 0.0151 nm
40 degree ray: returns at z = 23.177 mm
distance from the field line, traced ray at alpha:
  at z = 0.25 L: 34049.85 nm
  at z = 0.50 L: 48153.28 nm
  at z = 0.75 L: 34048.51 nm
  at z = 1.00 L: 1.89 nm
formula L alpha / pi at L/2: 48153.48 nm
spherical coefficient L/2: 15.128 mm
miss from angle, formula: 1.891 nm
chromatic factor (1+eps)/(2+eps): 0.5096
energy error: 1.0 eV
miss from energy error: 3.855 nm
sizes of neglected effects:
  whole-field error: 0.10 percent
  miss from it at alpha: 151.3 nm
  rise of B from object to L: 0.10 percent
  field radius (object edge): 1.00 mm
  inward shift of edge point: 499.4 nm
  stray transverse field: 0.10 microtesla
  image shift from it: 30.3 nm
  beam current: 1.00 microampere
  edge shift from mean space charge: 0.758 nm
  mean electron spacing: 0.345 mm
  shift from one neighbour there: 0.042 nm
  electron wavelength: 0.00859 nm
  diffraction radius (first zero): 1.048 nm
acceleration from rest in the gap, same B and final energy:
  gap length for the first image: 15.031 mm
  ratio gap / L: 0.4968
  electric field in the gap: 0.0133 MV/cm
```
